Why harmonic averaging can freeze a dopant front in finite volumes

A dopant profile that ends at a depth of 50 nm is annealed for 600 s. On a grid of 2.5 nm cells, one calculation puts 28 % of the dose beyond 50 nm, and another puts none there. The starting profile, the diffusion law and the grid are the same. The calculations differ only in how they average the diffusivities of two neighbouring cells, and refining the grid to 1.25 nm does not make the front of the second one move.

**1. The model and the two averages**

The concentration C(x,t) obeys

∂C/∂t = ∂/∂x (D ∂C/∂x), D(C) = K Cᵐ, K > 0, m > 0.

The diffusivity vanishes where there is no dopant. Cells have equal width h, and no dopant crosses the ends of the grid. The flux from a left cell L to its right neighbour R is

F = D_f (C_L − C_R)/h.

Two choices of the face diffusivity D_f are compared:

harmonic: D_f = 2 D_L D_R/(D_L + D_R)
arithmetic: D_f = (D_L + D_R)/2.

The harmonic mean is set to zero when either diffusivity is zero.

Let R be empty, so that C_R = 0 and D_R = 0. Then

harmonic: F = 0
arithmetic: F = (D_L/2)(C_L/h) = K C_Lᵐ⁺¹/(2h).

The gradient is the same in both cases. The harmonic mean removes the flux by giving the face no conductance.

In the example m = 1 and D = 4.0×10⁻¹⁴ cm²/s at C = 10²⁰ cm⁻³. At the edge of a flat box of that concentration, with h = 2.5×10⁻⁷ cm, the arithmetic flux is

F = (2.0×10⁻¹⁴)(10²⁰)/(2.5×10⁻⁷) = 8.0×10¹² cm⁻² s⁻¹.

The harmonic flux is zero. Inside the box there is no gradient, so the harmonic scheme leaves the whole box unchanged.

**2. The exponent: does the freeze last?**

In an explicit time step the answer is immediate. Every face of an empty cell has zero harmonic conductance, so the cell is still empty after the step, and the same holds at the next one.

With continuous time one must ask whether the cell could lift itself off zero. Since D_L/(D_L + D_R) ≤ 1, and likewise with L and R exchanged,

D_f ≤ 2 min(D_L, D_R).

Consider a cell with concentration c and neighbours C₁ and C₂. Each face brings in at most D_f C₁/h or D_f C₂/h, because the term −D_f c/h can only reduce the gain. Hence

dc/dt ≤ (2/h²) D(c) (C₁ + C₂).

The total dose is conserved, so C₁ + C₂ ≤ M, where M is the dose divided by h. Suppose the cell were to leave zero at time t₁ and reach c* > 0 at time t₂. For any small δ > 0 passed on the way, dividing by D(c) and integrating gives

∫ from δ to c* of dc/(K cᵐ) ≤ 2M(t₂ − t₁)/h².

For m ≥ 1 the left side grows without limit as δ → 0, while the right side is fixed. The supposition is therefore false, and the cell stays empty for every h.

For 0 < m < 1 the integral is finite and the argument fails. The zero solution still exists, but it is not unique. An explicit step started from zero nevertheless selects it.

**3. The seed: how long does an almost empty cell wait?**

A small background concentration removes the exact zero. To isolate its effect, hold C_L fixed, close the far side of R, and define

u = C_R/C_L, τ = K C_Lᵐ t/h².

Inserting D_L = K C_Lᵐ and D_R = K C_Lᵐ uᵐ into the harmonic flux gives

du/dτ = 2uᵐ(1 − u)/(1 + uᵐ).

The time from a seed u = ε to u = 1/2 is the integral of dτ/du. For m = 1, partial fractions give

(1 + u)/[2u(1 − u)] = (1/2)[1/u + 2/(1 − u)],

τ = [(1/2) ln u − ln(1 − u)] from ε to 1/2
 = (1/2) ln(2/ε) + ln(1 − ε).

For m = 2,

(1 + u²)/[2u²(1 − u)] = (1/2)[1/u² + 1/u + 2/(1 − u)],

τ = (1/2)[−1/u + ln u − 2 ln(1 − u)] from ε to 1/2
 = (1/2)[1/ε + ln(2/ε) − 2] + ln(1 − ε).

For m = 1/2, put s = √u, so that du = 2s ds. The integrand becomes ds/(1 − s), and

τ = ln[(1 − √ε)/(1 − 1/√2)].

As ε → 0 the wait grows logarithmically for m = 1, grows as 1/(2ε) for m = 2, and stays finite for m = 1/2. Direct integration gives 6.10 and 11.86 for m = 1 with ε = 10⁻⁵ and 10⁻¹⁰. For m = 2 it gives 51.6 and 502.8 with ε = 10⁻² and 10⁻³.

The arithmetic mean with m = 1 needs no seed:

du/dτ = (1/2)(1 + u)(1 − u),

τ = ln[(1 + u)/(1 − u)] = ln 3 = 1.10 at u = 1/2.

With C_L = 10²⁰ cm⁻³ and h = 2.5 nm, the unit of time is 6.25/4.00 = 1.56 s. A cell seeded at 10¹⁵ cm⁻³ then waits about 9.5 s under the harmonic mean. A truly empty cell takes about 1.7 s under the arithmetic mean.

**4. The cause: a resistance taken from the wrong profile**

The harmonic mean has a sound origin. Let a steady flux F cross two half-cells in which D has the constant values D_L and D_R, and let the concentration be continuous at the face where they meet. The concentration drops add:

C_L − C_R = F h/(2D_L) + F h/(2D_R).

Solving for F gives the harmonic D_f. This is right for two different materials in series. Here, however, D belongs to the concentration and not to the place. The formula assigns D = 0 to the whole empty half-cell, and so an infinite resistance, although a passing flux would fill that half-cell and make it conduct.

To keep the dependence on C, write the steady flux as F = −D dC/dx and integrate between the cell centres:

F h = ∫ from C_R to C_L of D(C) dC.

Comparison with F = D_f(C_L − C_R)/h gives

D_f = [∫ from C_R to C_L of D dC]/(C_L − C_R)
 = K(C_Lᵐ⁺¹ − C_Rᵐ⁺¹)/[(m + 1)(C_L − C_R)].

For m = 1 the numerator factorises, and D_f = K(C_L + C_R)/2, which is the arithmetic mean. For an empty right end, D_f = D_L/(m + 1).

The addition of resistances itself has not failed. Integrating from x to the empty end at x = h gives K Cᵐ⁺¹/(m + 1) = F(h − x), so the steady profile is

C = C_L(1 − x/h)^(1/(m+1)).

Its series resistance follows from C_L − C_R = F ∫dx/D. With s = x/h,

1/D_f = (1/h) ∫ from 0 to h of dx/D
 = (1/D_L) ∫ from 0 to 1 of (1 − s)^(−m/(m+1)) ds
 = (m + 1)/D_L.

The local resistivity diverges at the empty end, but its integral is finite. A harmonic average over the steady profile therefore gives a finite flux into the empty end. A harmonic average of two cell values does not.

Subdividing the gap does not help the two-value formula. With 41 nodes, fixed ends and an initially empty interior, the harmonic march leaves every interior node empty, so no dopant enters the gap. The arithmetic march gives D_f/D_L = 0.500 for m = 1 and 0.336 for m = 2, against 1/2 and 1/3 from the integral.

The integral mean assumes a steady flux between the two centres, so it is still an approximation during a transient. For m = 2 the arithmetic face value D_L/2 at an empty cell is 3/2 times the integral value D_L/3. This local excess did not prevent convergence in the case tested, which is given in the next section.

**5. The reference: how far should the front go?**

A closed surface at x = 0 and a suitable starting shape allow an exact solution. Let the profile keep its shape while its front R(t) advances:

C = C₀(R₀/R)(1 − x²/R²)^(1/m) for x < R, and C = 0 beyond.

The factor R₀/R conserves the dose. Any profile of the form f(x/R)/R satisfies

∂C/∂t = −∂/∂x [(x R′/R) C], R′ = dR/dt.

Comparison with the diffusion equation, with zero flux at x = 0, gives

−K Cᵐ ∂C/∂x = (x R′/R) C.

Divide by C and use Cᵐ⁻¹ ∂C/∂x = (1/m) ∂(Cᵐ)/∂x. Since Cᵐ is a parabola,

(2K/m) C₀ᵐ R₀ᵐ x/Rᵐ⁺² = x R′/R,

Rᵐ⁺¹ R′ = 2K C₀ᵐ R₀ᵐ/m.

Integration from R₀ gives

R = R₀(1 + t/t₀)^(1/(m+2)), t₀ = m R₀²/[2(m + 2) K C₀ᵐ].

For the example m = 1, R₀ = 50 nm and K C₀ = 4.00 nm²/s. Thus

t₀ = 2500/(6 × 4.00) = 104.2 s,

R = 50(1 + 600/104.2)^(1/3) = 94.5 nm.

The peak falls to 10²⁰ × 50/94.5 = 5.29×10¹⁹ cm⁻³. Let q = 50/94.5 = 0.529. Integrating the parabola, the fraction of the dose beyond 50 nm is

1 − (3/2)(q − q³/3) = 0.281.

The depth at which C = 10¹⁸ cm⁻³ is 94.54 √(1 − 0.01/0.5289) = 93.6 nm.

The arithmetic scheme gives depths of 95.4, 93.7 and 93.7 nm for h = 5, 2.5 and 1.25 nm. The excess at h = 5 nm comes almost entirely from reading the depth by linear interpolation between coarse cell averages: the exact profile, averaged over the same cells and read the same way, gives 95.3 nm. The summed absolute error, relative to the sum of the exact profile, falls from 0.052 % to 0.005 % between the coarsest and finest grids when the explicit step is 0.2h² divided by the starting peak D; with much smaller time error it falls from about 0.09 % to 0.008 %. For m = 2, with the front moving from R₀ to 1.5R₀, the same error measure falls from 0.59 % at h = R₀/10 to 0.10 % at h = R₀/40.

The arithmetic scheme does have a small defect ahead of the front. With continuous time, any positive cell feeds its empty neighbour at once, so a numerical tail runs beyond the sharp exact front. This is why the depth is read at a stated concentration.

The harmonic scheme leaves every cell beyond 50 nm at zero on all three grids. Its filled cells still exchange dopant and level out. The mean of the starting parabola is 2/3 of its peak, or 6.67×10¹⁹ cm⁻³; after 600 s the first and last filled cells hold 6.67×10¹⁹ and 6.66×10¹⁹ cm⁻³. The calculation therefore conserves dose and gives a smooth plateau, which makes conservation alone a poor check of the front.

**6. The implicit step: a second root**

A backward Euler step evaluates the diffusivities at the end of the step. Take two closed cells, initially holding S and 0, with m = 1. Write C_R = yS, C_L = (1 − y)S and a = 2KS Δt/h². The harmonic equation for R is

yS = (Δt/h²) [2K(1 − y)yS] [(1 − 2y)S],

or

y = a y(1 − y)(1 − 2y).

One root is y = 0. Dividing by y for the others gives

2y² − 3y + 1 − 1/a = 0,

y = [3 ± √(1 + 8/a)]/4.

The plus sign makes y > 1 and C_L negative, so it is rejected. The minus sign gives a positive root when a > 1.

With S = 10²⁰ cm⁻³, h = 2.5 nm and Δt = 5 s, a = 2 × 4.00 × 5/6.25 = 6.40 and y = (3 − 1.5)/4 = 0.375. Below Δt = 0.78 s this root is absent. That agrees with Section 2: as Δt → 0, only the frozen solution remains. The filled root is a product of the large step, even though it moves dopant in the physically right direction.

Newton iteration started from the old state does not find it. At y = 0 the equation is already satisfied and the correction is zero. An implicit solver can thus freeze or move according to its starting guess.

**7. The diffusivity floor in arsenic-doped silicon**

The example uses rough values typical of arsenic in silicon at 1000 °C: an intrinsic diffusivity D_i = 2×10⁻¹⁵ cm²/s and an intrinsic carrier density n_i = 10¹⁹ cm⁻³. Assume that all donors are ionised and that diffusion proceeds through singly negative defects, whose number is proportional to the electron density n. Real arsenic also diffuses through neutral defects; leaving them out exaggerates how strongly D grows with C. If they carried half of D_i, D at the starting peak would be 11 times its value at C = 0 instead of 20 times, and the depth found below with the full law would be about 8 nm smaller. The depths therefore illustrate the model and do not predict a real arsenic profile. Neutrality, n − n_i²/n = C, gives

n = [C + √(C² + 4n_i²)]/2.

The electron gradient also creates a field that pushes the positive donors outwards. It adds C d(ln n)/dx to dC/dx, and differentiation of n gives d(ln n)/dC = 1/√(C² + 4n_i²). Hence

D = D_i (n/n_i)[1 + C/√(C² + 4n_i²)].

For C ≫ n_i, n → C and the bracket tends to 2, so D → 2D_i C/n_i. This is the law used above. At C = 0, however, D = D_i, and the real diffusivity does not vanish.

The ratio of the two means for diffusivities a and b is

harmonic/arithmetic = 4ab/(a + b)² = 1 − [(a − b)/(a + b)]².

At a box edge a/b = 20, and the ratio is 80/441 = 0.18. The front is throttled, not frozen. Once the grid resolves the profile, neighbouring values approach each other and the means agree. From the parabolic start, the full law gives depths of 103.0 nm (arithmetic) and 100.8 nm (harmonic) at h = 10 nm, and 99.8 and 99.6 nm at h = 2.5 nm. Smaller time steps raise the harmonic depth at h = 10 nm by 0.2 nm, and finer grids bring both means to 99.5 nm.

Replacing the vanishing law by the full law moves the arithmetic depth at h = 2.5 nm from 93.7 to 99.8 nm. The floor alone, with D set to the larger of D_i and the vanishing law, gives about 97 nm; the rest comes from the higher D of the full law at concentrations around n_i. Electron degeneracy, estimated with a rough density-of-states mass of 1.09 electron masses and n_i held fixed, raises D at the starting peak by a factor of 1.23. Applying that factor to the whole anneal in the simple law would move the front from 94.5 to about 100 nm; this overstates the effect, because degeneracy weakens as the profile dilutes. With the factor allowed to vary with the local concentration, the depth at 10¹⁸ cm⁻³ rises only from 93.7 to about 95 nm. The factor at the peak also depends on the mass: it runs from 1.27 to 1.17 for masses from 1.0 to 1.3 electron masses. The peak is about one third of a rough active-arsenic ceiling of 3×10²⁰ cm⁻³. Clustering is neglected, although some may occur below that ceiling. Implant damage and loss through the surface are also left out, and their effects are not estimated here. Ten minutes is a furnace anneal, far longer than a rapid thermal one.

**8. Weighing the contributions**

For the vanishing law at h = 2.5 nm, the averaging rule decides between 28 % and 0 % of the dose beyond 50 nm. On this grid, a seed restores motion but leaves a dependence on its size. Harmonic runs with backgrounds of 10⁵, 10¹⁰ and 10¹⁵ cm⁻³ give depths of 70.5, 76.1 and 85.8 nm, against 93.6 nm for the exact unseeded profile. Smaller time steps raise the seeded depths by up to 0.6 nm. Refining the grid to 0.625 nm raises them to about 85, 88 and 92 nm, so the dependence on the seed fades, but slowly. Even the largest seed adds at most 2×10¹⁰ cm⁻² over the 200 nm grid, compared with a dose of 3.33×10¹⁴ cm⁻². The spread in depth therefore reflects the waiting times of Section 3, not added dopant.

With the full law and the parabolic start, the averaging rule matters far less: about 2 nm at h = 10 nm and 0.2 nm at h = 2.5 nm. The shift of 6 nm between the vanishing law and the full law is then larger than the effect of the averaging rule. A flat box of 10²⁰ cm⁻³ ending at 50 nm has a sharper edge, and from that start the two means differ by about 5 nm at h = 10 nm and 0.3 nm at h = 2.5 nm.

These comparisons lead to a conditional rule. Where D depends only on the dopant's own concentration within one material, the integral mean of Section 4 follows from the steady flux and lets dopant enter an empty cell. A second dopant changes the electron density and the field, so the flux then depends on both profiles and this mean is not sufficient. Where D jumps at a fixed material boundary that lies on a cell face, is constant on each side, and the concentration is continuous across the boundary, the two-value harmonic mean is the correct steady result. If the dopant segregates, so that its concentration jumps at the boundary, that jump must be included as well. No calculation here includes such a boundary.

Values computed for the example and the checks

```
Half-fill time of a seeded cell, unit h^2/(K C_L^m):
  harmonic, m=1, seed ratio 1e-05: 6.1030
  harmonic, m=1, seed ratio 1e-10: 11.8595
  harmonic, m=2, seed ratio 1e-02: 51.6391
  harmonic, m=2, seed ratio 1e-03: 502.7995
  harmonic, m=0.5, seed ratio 1e-05: 1.2248
  harmonic, m=0.5, seed ratio 1e-10: 1.2279
  arithmetic, m=1, truly empty cell: 1.0986
Gap m=1: D_face/D_L from resistance 0.5000, resolved march 0.5000, harmonic march 0.0
Gap m=2: D_face/D_L from resistance 0.3333, resolved march 0.3363, harmonic march 0.0
Inputs: Di=2.0e-15 cm2/s, ni=1.0e+19 cm^-3, peak=1.0e+20 cm^-3
Inputs: edge=50 nm, anneal=600 s, depth read at 1e+18 cm^-3
D at peak = 4.00e-14 cm2/s = 4.00 nm2/s
Dose = 3.333e+14 cm^-2, t0 = 104.2 s
Exact: front 94.54 nm, peak 5.289e+19 cm^-3
Exact: depth 93.64 nm, dose beyond 50 nm 28.07 %
h=5.0 nm arithmetic: depth 95.41 nm, beyond 28.06 %, L1 error 0.052 %
h=5.0 nm harmonic: beyond 0.00 %, C first/last filled 6.674e+19/6.659e+19 cm^-3
h=2.5 nm arithmetic: depth 93.72 nm, beyond 28.06 %, L1 error 0.017 %
h=2.5 nm harmonic: beyond 0.00 %, C first/last filled 6.674e+19/6.659e+19 cm^-3
h=1.25 nm arithmetic: depth 93.69 nm, beyond 28.06 %, L1 error 0.005 %
h=1.25 nm harmonic: beyond 0.00 %, C first/last filled 6.674e+19/6.659e+19 cm^-3
Box edge, h=2.5 nm: arithmetic entry flux 8.00e+12 cm^-2 s^-1, harmonic 0.0
h=2.5 nm harmonic, seed 1e+05 cm^-3: depth 70.54 nm, beyond 21.39 %
h=2.5 nm harmonic, seed 1e+10 cm^-3: depth 76.12 nm, beyond 24.11 %
h=2.5 nm harmonic, seed 1e+15 cm^-3: depth 85.83 nm, beyond 26.92 %
m=2 arithmetic L1 error: 0.585 % at h=R0/10, 0.099 % at h=R0/40
Implicit step 5.0 s, h=2.5 nm: a=6.40, roots C_R/S = 0 and 0.3750; second root needs dt > 0.781 s
Full law: D(peak)=4.000e-14, D(0)=2.000e-15 cm2/s
Full law, box edge: harmonic/arithmetic flux = 0.1814
Full law, h=10.0 nm: depth arithmetic 102.96 nm, harmonic 100.79 nm
Full law, h=2.5 nm: depth arithmetic 99.75 nm, harmonic 99.55 nm
Degeneracy at peak: Nc=2.50e+20 cm^-3 (rough mass 1.09 m_e), D factor 1.232
Peak / rough active-arsenic ceiling 3e+20 cm^-3 = 0.33
```
